# High-Density Correlation Energy of Hooke's Atom Summed in Closed Form: verification in Python

```python
# Hooke's atom, H = sum_i(-nabla_i^2/2 + w^2 r_i^2/2) + 1/r12, singlet, hartree units.
# Scaled lengths: H = w (H0 + lam/r12), lam = w^(-1/2).
# Result under test, as w -> infinity:
#   Ec -> Ec2 = -(2/pi)[S(1) - 2 S(1/2)] = 2/pi - 1/3 + (2/pi) ln[8 (2-sqrt3)^2]
#   S(x) = sum_{n>=1} c_n x^(2n)/(2n(2n+1)) = 1 - asin(x)/x + ln[2/(1+sqrt(1-x^2))]
#   c_n = (1/2)_n/n!;  V_n = <rel ns|1/r12|0>, V_n^2 = (2/pi) c_n/(2n+1)
#   J_n = <ns|erf(r)/r|0s> = V_n/2^n;  E2 = -(2/pi)S(1);  E2_HF = -(4/pi)S(1/2)
#   Ec_HF - Ec_DFT = O(1/w);  Tc -> -Ec2;  Uc -> 2 Ec2.
import numpy as np
from math import pi, sqrt, log, asin, gamma, factorial, erf, exp
from scipy.integrate import quad
from scipy.special import eval_genlaguerre, eval_hermite
from scipy.constants import physical_constants

EV = physical_constants["Hartree energy in eV"][0]
nn = np.arange(1, 10**6 + 1, dtype=float)
cn = np.cumprod((nn - 0.5) / nn)
def V2(n): return 2 / pi * cn[n - 1] / (2 * n + 1)
def S(x): return 1 - asin(x) / x + log(2 / (1 + sqrt(1 - x * x)))
def radial(n, r):
    return sqrt(2 * factorial(n) / gamma(n + 1.5)) * r * eval_genlaguerre(n, 0.5, r * r) * np.exp(-r * r / 2)

E1 = sqrt(2 / pi)
E2 = -2 / pi * (1 - pi / 2 + log(2))
E2HF = -4 / pi * (1 - pi / 3 + log(4 / (2 + sqrt(3))))
Ec2 = 2 / pi - 1 / 3 + 2 / pi * log(8 * (2 - sqrt(3)) ** 2)

# matrix elements from their definitions
opt = dict(epsabs=1e-12, epsrel=1e-12, limit=200)
assert abs(quad(lambda u: radial(0, u) ** 2 / (sqrt(2) * u), 0, 12, **opt)[0] - E1) < 1e-10
for n in range(1, 9):
    assert abs(quad(lambda u: radial(n, u) ** 2, 0, 12, **opt)[0] - 1) < 1e-10
    v = quad(lambda u: radial(n, u) * radial(0, u) / (sqrt(2) * u), 0, 12, **opt)[0]
    j = quad(lambda r: radial(n, r) * radial(0, r) * erf(r) / r, 0, 12, **opt)[0]
    assert abs(v - sqrt(V2(n))) < 1e-10 and abs(j - sqrt(V2(n)) / 2 ** n) < 1e-10

# explicit sums over Cartesian product states; 1/r12 = (2/sqrt(pi)) int exp(-t^2 r12^2) dt,
# tau = sqrt2 t/sqrt(1+2t^2) makes the integrand a polynomial on (0,1)
NQ = 10
xg, wg = np.polynomial.hermite.hermgauss(16)
tg, tw = np.polynomial.legendre.leggauss(12)
tg, tw = (tg + 1) / 2, tw / 2
I1 = np.zeros((NQ + 1, NQ + 1, len(tg)))
def herm(a, x): return eval_hermite(a, x) / sqrt(2.0 ** a * factorial(a))
for k, tau in enumerate(tg):
    X, U = np.meshgrid(xg, xg * sqrt(1 - tau * tau), indexing="ij")
    px = [herm(a, (X + U) / sqrt(2)) for a in range(NQ + 1)]
    py = [herm(a, (X - U) / sqrt(2)) for a in range(NQ + 1)]
    W = np.outer(wg, wg) / pi
    for a in range(NQ + 1):
        for b in range(NQ + 1):
            I1[a, b, k] = np.sum(W * px[a] * py[b])
def compositions(total, parts):
    if parts == 1:
        yield (total,)
        return
    for i in range(total + 1):
        for rest in compositions(total - i, parts - 1):
            yield (i,) + rest
shell = {}
for N in range(1, NQ + 1):
    sing = doub = 0.0
    for q in compositions(N, 6):
        m = sqrt(2 / pi) * np.sum(tw * I1[q[0], q[3]] * I1[q[1], q[4]] * I1[q[2], q[5]])
        if sum(q[:3]) == 0 or sum(q[3:]) == 0:
            sing += m * m
        else:
            doub += m * m
    if N % 2:
        assert sing + doub < 1e-20
    else:
        n = N // 2
        assert abs(sing - 2 * 4.0 ** -n * V2(n)) < 1e-11
        assert abs(doub - (1 - 2 * 4.0 ** -n) * V2(n)) < 1e-11
        shell[n] = (sing, doub)

# series against closed forms (remainder after 1e6 terms is below 1e-10)
term = cn / (2 * nn * (2 * nn + 1))
for x in (0.3, 0.5, 0.8):
    assert abs(np.sum(term[:400] * x ** (2 * nn[:400])) - S(x)) < 1e-13
assert abs(-2 / pi * term.sum() - E2) < 2e-10
quarter = np.zeros_like(nn); quarter[:200] = 0.25 ** nn[:200]
assert abs(-4 / pi * np.sum(term * quarter) - E2HF) < 1e-13
partial = np.cumsum(-2 / pi * term * (1 - 2 * quarter))
assert abs(partial[-1] - Ec2) < 2e-10
tailc = 1 / (3 * pi ** 1.5)
assert abs((partial[999] - Ec2) * 1000 ** 1.5 / tailc - 1) < 5e-3

# non-perturbative solutions by Chebyshev collocation on [0, L]
M, L = 70, 9.0
x = np.cos(pi * np.arange(M + 1) / M)
cc = np.ones(M + 1); cc[0] = cc[-1] = 2; cc *= (-1.0) ** np.arange(M + 1)
Dx = np.outer(cc, 1 / cc) / (x[:, None] - x[None, :] + np.eye(M + 1))
Dx -= np.diag(Dx.sum(axis=1))
r = L * (1 - x) / 2; r[0] = 0.0
D = -2 / L * Dx; D2 = D @ D
mom = np.array([2 / (1 - k * k) if k % 2 == 0 else 0.0 for k in range(M + 1)])
w = np.linalg.solve(np.polynomial.chebyshev.chebvander(x, M).T, mom) * L / 2
rinv = np.zeros_like(r); rinv[1:] = 1 / r[1:]
def lowest(pot):
    val, vec = np.linalg.eig(-0.5 * D2[1:-1, 1:-1] + np.diag(pot[1:-1]))
    u = np.zeros_like(r); u[1:-1] = vec[:, np.argmin(val.real)].real
    u /= sqrt(w @ u ** 2)
    return u * np.sign(w @ u)
def coulomb(u):
    U = np.zeros_like(r); U[-1] = 1.0
    U[1:-1] = np.linalg.solve(D2[1:-1, 1:-1], -(u * u * rinv)[1:-1] - D2[1:-1, -1])
    return U * rinv
def pieces(u, lam):
    return w @ (D @ u) ** 2, w @ (r * u) ** 2, lam * (w @ (u * u * coulomb(u)))
def solve(lam):
    g = lowest(r * r / 2 + lam * rinv / sqrt(2))
    T = 0.75 + 0.5 * w @ (D @ g) ** 2
    Vee = lam / sqrt(2) * (w @ (g * g * rinv))
    Vext = 0.75 + 0.5 * w @ (r * g) ** 2
    z2 = 4 * sqrt(2) * np.outer(r, r)
    f = np.ones_like(z2); pos = z2 > 0
    f[pos] = -np.expm1(-z2[pos]) / z2[pos]
    half = (2 / pi) ** 1.5 * (np.exp(-(sqrt(2) * r[:, None] - r[None, :]) ** 2) * f) @ (w * g * g)
    ks = sqrt(4 * pi) * r * np.sqrt(half)
    assert abs(w @ ks ** 2 - 1) < 1e-10
    ks /= sqrt(w @ ks ** 2)
    hf = radial(0, r)
    for it in range(200):
        new = lowest(r * r / 2 + lam * coulomb(hf))
        change = np.abs(new - hf).max(); hf = new
        if change < 1e-9: break
    assert change < 1e-9
    pk = pieces(ks, lam)
    assert abs(pk[1] - Vext) < 1e-9
    E = T + Vee + Vext
    return dict(E=E, HF=sum(pieces(hf, lam)), KS=sum(pk), Tc=T - pk[0], Uc=Vee - pk[2], g=g, hf=hf, ks=ks)

u0 = radial(0, r)
assert max(abs(coulomb(u0)[i] - erf(r[i]) / r[i]) for i in range(1, M)) < 1e-9
s = solve(sqrt(2.0))
gex = r * (1 + r) * np.exp(-r * r / 2); gex /= sqrt(w @ gex ** 2)
assert abs(0.5 * s["E"] - 2) < 1e-10 and np.abs(s["g"] - gex).max() < 1e-8

sol = {l: solve(l) for l in (0.05, -0.05, 0.1, -0.1, 0.2, -0.2)}
def rich(f, a, b): return (4 * f(a) - f(b)) / 3
def second(key, zero): return rich(lambda l: (sol[l][key] + sol[-l][key] - 2 * zero) / (2 * l * l), 0.05, 0.1)
num = {k: second(k, z) for k, z in (("E", 3), ("HF", 3), ("KS", 3), ("Tc", 0), ("Uc", 0))}
assert abs(num["E"] - E2) < 1e-6 and abs(num["HF"] - E2HF) < 1e-6
assert abs(num["E"] - num["HF"] - Ec2) < 1e-6 and abs(num["E"] - num["KS"] - Ec2) < 1e-6
assert abs(num["Tc"] + Ec2) < 1e-6 and abs(num["Uc"] - 2 * Ec2) < 1e-6
for key in ("hf", "ks"):
    chi = rich(lambda l: (sol[l][key] - sol[-l][key]) / (2 * l), 0.05, 0.1)
    for n in range(1, 5):
        assert abs(w @ (radial(n, r) * chi) + sqrt(V2(n)) / 2 ** n / (2 * n)) < 1e-6
dist = lambda l: sqrt(w @ (sol[l]["hf"] - sol[l]["ks"]) ** 2)
gap = lambda l: sol[l]["KS"] - sol[l]["HF"]
p_orb = log(dist(0.2) / dist(0.1)) / log(2)
assert gap(0.1) > 0 and gap(0.2) > 0
p_gap = log(gap(0.2) / gap(0.1)) / log(2)
# exponents from finite lam carry O(lam) corrections
assert abs(p_orb - 2) < 0.15 and abs(p_gap - 4) < 0.3
ec = lambda l: sol[l]["E"] - sol[l]["HF"]
Ec3 = rich(lambda l: (ec(l) - ec(-l)) / (2 * l ** 3), 0.1, 0.2)

print(f"E1 = {E1:.6f} (E contains E1*sqrt(w), hartree)")
print(f"S(1) = {S(1.0):.6f}, S(1/2) = {S(0.5):.6f} (pure numbers)")
print(f"2/pi-1/3 = {2/pi-1/3:.6f}, 8(2-sqrt3)^2 = {8*(2-sqrt(3))**2:.6f}, its ln = {log(8*(2-sqrt(3))**2):.6f}")
print(f"closed: E2 = {E2:.8f}, E2_HF = {E2HF:.8f} hartree")
print(f"closed: Ec2 = {Ec2:.8f} hartree = {Ec2*EV:.5f} eV")
print(f"collocation: E2 = {num['E']:.7f}, E2_HF = {num['HF']:.7f} hartree")
print(f"collocation: Ec2_HF = {num['E']-num['HF']:.7f}, Ec2_DFT = {num['E']-num['KS']:.7f} hartree")
print(f"collocation: Tc limit = {num['Tc']:.7f}, Uc limit = {num['Uc']:.7f} hartree")
print("shell n: c_n, V_n^2 (scaled), singles energy, doubles energy (hartree)")
for n, (a, b) in shell.items():
    print(f"  {n}: {cn[n-1]:.6f} {a+b:.6f} {-a/(2*n):.6f} {-b/(2*n):.6f}")
print(f"remainder coefficient 1/(3 pi^1.5) = {tailc:.6f} hartree")
print("N: partial doubles sum (hartree), fraction of Ec2, partial minus remainder law (hartree)")
for N in (1, 2, 5, 10, 100, 1000):
    p = partial[N - 1]
    print(f"  {N}: {p:.7f} {p/Ec2:.4f} {p - tailc*N**-1.5:.7f}")
print(f"exponent in lam of |phi_HF-phi_KS| = {p_orb:.3f}, of scaled energy gap = {p_gap:.3f}")
print(f"Ec3 (numerical, HF definition) = {Ec3:.5f} (term Ec3/sqrt(w), hartree)")
print("w (a.u.): E, E_HF, Ec_HF, Ec_DFT, Tc, Ec2+Ec3/sqrt(w) (hartree)")
for om in (0.5, 1.0, 10.0, 100.0, 1000.0):
    lam = om ** -0.5
    s = solve(lam)
    a, b = om * (s["E"] - s["HF"]), om * (s["E"] - s["KS"])
    assert Ec2 < b <= a + 1e-8 and a < 0
    if om == 1000.0:
        assert abs(a - Ec2 - Ec3 * lam) < 2e-5
    print(f"  {om:g}: {om*s['E']:.6f} {om*s['HF']:.6f} {a:.6f} {b:.6f} {om*s['Tc']:.6f} {Ec2+Ec3*lam:.6f}")
    if om <= 10:
        print(f"     Ec_HF - Ec_DFT = {a-b:.3e} hartree")
print("verified")
```

It prints:

```
E1 = 0.797885 (E contains E1*sqrt(w), hartree)
S(1) = 0.122351, S(1/2) = 0.022139 (pure numbers)
2/pi-1/3 = 0.303286, 8(2-sqrt3)^2 = 0.574374, its ln = -0.554474
closed: E2 = -0.07789097, E2_HF = -0.02818814 hartree
closed: Ec2 = -0.04970283 hartree = -1.35248 eV
collocation: E2 = -0.0778910, E2_HF = -0.0281881 hartree
collocation: Ec2_HF = -0.0497028, Ec2_DFT = -0.0497028 hartree
collocation: Tc limit = 0.0497028, Uc limit = -0.0994057 hartree
shell n: c_n, V_n^2 (scaled), singles energy, doubles energy (hartree)
  1: 0.500000 0.106103 -0.026526 -0.026526
  2: 0.375000 0.047746 -0.001492 -0.010445
  3: 0.312500 0.028421 -0.000148 -0.004589
  4: 0.273438 0.019342 -0.000019 -0.002399
  5: 0.246094 0.014243 -0.000003 -0.001421
remainder coefficient 1/(3 pi^1.5) = 0.059862 hartree
N: partial doubles sum (hartree), fraction of Ec2, partial minus remainder law (hartree)
  1: -0.0265258 0.5337 -0.0863882
  2: -0.0369704 0.7438 -0.0581349
  5: -0.0453794 0.9130 -0.0507337
  10: -0.0480064 0.9659 -0.0498994
  100: -0.0496436 0.9988 -0.0497035
  1000: -0.0497009 1.0000 -0.0497028
exponent in lam of |phi_HF-phi_KS| = 1.971, of scaled energy gap = 3.938
Ec3 (numerical, HF definition) = 0.00937 (term Ec3/sqrt(w), hartree)
w (a.u.): E, E_HF, Ec_HF, Ec_DFT, Tc, Ec2+Ec3/sqrt(w) (hartree)
  0.5: 2.000000 2.038439 -0.038439 -0.038510 0.029172 -0.036452
     Ec_HF - Ec_DFT = 7.118e-05 hartree
  1: 3.730121 3.771464 -0.041344 -0.041385 0.033930 -0.040333
     Ec_HF - Ec_DFT = 4.155e-05 hartree
  10: 32.448685 32.495528 -0.046843 -0.046848 0.043971 -0.046740
     Ec_HF - Ec_DFT = 5.474e-06 hartree
  100: 307.902068 307.950845 -0.048776 -0.048777 0.047809 -0.048766
  1000: 3025.153789 3025.203197 -0.049408 -0.049408 0.049096 -0.049407
verified
```
